# BenDaniel-Duke Interface Conditions from Hermiticity, Current Conservation and Envelope Continuity, part 1

(Sections cited here and not found follow in the second part.)

## Hermiticity, current and the matching of two materials

An electron with an energy of 0.50 eV travels in a material where its effective mass is $0.05\,m_0$ and meets a step of 0.40 eV, beyond which its mass is $0.10\,m_0$. If the wave function and its first derivative are both taken as continuous at the step, as they are for a particle of constant mass, the reflection probability is 0.051 and the transmission probability is 0.475. Their sum is 0.525. Nearly half of the incident current has disappeared at a plane where nothing absorbs electrons.

The fault lies in the matching rule. A usable rule must conserve probability, and the question is how far this demand determines it. It does not determine it completely: conservation of current and Hermiticity of the Hamiltonian turn out to be one requirement in two forms, and a whole family of rules satisfies it. The BenDaniel-Duke conditions, which state that $\psi$ and $\psi'/m$ are continuous, follow when two further assumptions are added. The envelope function must itself be continuous, and no delta-like potential may sit at the interface.

The model is a single parabolic band in one dimension, with $z$ along the growth direction and no motion in the plane of the layers. The mass is $m_-$ for $z<0$ and $m_+$ for $z>0$. The potential $V(z)$ is real and bounded, and it may jump at $z=0$. A prime denotes $d/dz$. It is convenient to give the derivative divided by the mass its own symbol,

$$u(z)=\frac{\psi'(z)}{m(z)} .$$

Away from the interface the mass is constant, so that $\psi''/m=u'$ and the Hamiltonian acts as

$$H\psi=-\frac{\hbar^2}{2m}\psi''+V\psi=-\frac{\hbar^2}{2}\,u'+V\psi .$$

This expression holds on each side separately. It says nothing about $z=0$, and the missing information has to be supplied by a rule connecting the boundary values $\psi(0^\pm)$ and $u(0^\pm)$. The rule is part of the definition of $H$, because it decides on which functions $H$ acts.

Hermiticity means that $\langle\phi|H\psi\rangle=\langle H\phi|\psi\rangle$ for all $\phi$ and $\psi$ that obey the rule. To see what this demands, let $\phi$ and $\psi$ be smooth on each side and vanish at large distance, and let $u_\phi=\phi'/m$ and $u_\psi=\psi'/m$. Since $V$ is real, its contributions cancel in the difference of the two matrix elements, and what remains is

$$\langle\phi|H\psi\rangle-\langle H\phi|\psi\rangle=-\frac{\hbar^2}{2}\int\left(\phi^*u_\psi'-u_\phi^{*\prime}\,\psi\right)dz ,$$

where the integral covers both half-lines but not the point $z=0$. The integrand is a total derivative. Define

$$W(z)=\phi^*u_\psi-u_\phi^*\psi .$$

Its derivative contains four terms,

$$W'=\phi^{*\prime}u_\psi+\phi^*u_\psi'-u_\phi^{*\prime}\psi-u_\phi^*\psi' .$$

The first and the last both have the magnitude $\phi^{*\prime}\psi'/m$ and cancel, which leaves the integrand above. The right half-line therefore contributes $-(\hbar^2/2)[0-W(0^+)]$ and the left half-line $-(\hbar^2/2)[W(0^-)-0]$. Together,

$$\langle\phi|H\psi\rangle-\langle H\phi|\psi\rangle=\frac{\hbar^2}{2}\left[W(0^+)-W(0^-)\right].$$

The Hamiltonian is Hermitian if and only if $W$ is continuous at the interface for every pair of admitted functions.

The same quantity governs the probability current. From $i\hbar\,\partial_t\psi=H\psi$ and its complex conjugate, the density on either side changes at the rate

$$\frac{\partial|\psi|^2}{\partial t}=\frac{1}{i\hbar}\left[\psi^*H\psi-(H\psi)^*\psi\right]=-\frac{\hbar}{2i}\,\frac{\partial}{\partial z}\left(\psi^*u-u^*\psi\right).$$

The bracket in the last expression is $W$ with $\phi=\psi$, and it equals $2i\,\mathrm{Im}(\psi^*u)$. The equation thus has the form $\partial_t|\psi|^2=-\partial_z j$ with the current

$$j=\hbar\,\mathrm{Im}(\psi^*u)=\frac{\hbar}{m}\,\mathrm{Im}(\psi^*\psi') .$$

Integration over both half-lines, with no current at large distance, gives the rate of change of the total probability,

$$\frac{d}{dt}\int|\psi|^2dz=j(0^+)-j(0^-) .$$

A larger current leaving on the right than arriving on the left means that the interface creates probability. Continuity of $j$ removes this source.

Hermiticity implies continuity of the current, because one may set $\phi=\psi$. The converse also holds, provided that the current is continuous for every admitted state and that the admitted states form a linear space. Write $B(\phi,\psi)=W(0^+)-W(0^-)$, which is linear in $\psi$ and antilinear in $\phi$. If $B(\chi,\chi)=0$ for every $\chi$, then the choices $\chi=\phi+\psi$ and $\chi=\phi+i\psi$ give

$$B(\phi,\psi)+B(\psi,\phi)=0,\qquad iB(\phi,\psi)-iB(\psi,\phi)=0 .$$

Division of the second equation by $i$ and addition to the first gives $B(\phi,\psi)=0$. The two requirements are equivalent, so demanding both yields no more than demanding one. The words "every admitted state" matter. A real wave function has $j=0$ on both sides under any real rule, so a single bound state with a real wave function cannot reveal a faulty interface. A superposition of two such states can.

Next comes the set of rules that pass. Collect the boundary values into a column and introduce a constant matrix,

$$b=\begin{pmatrix}\psi\\u\end{pmatrix},\qquad J=\begin{pmatrix}0&1\\-1&0\end{pmatrix},\qquad W=b_\phi^\dagger J\,b_\psi .$$

An interface that transmits, and at which the values on one side determine those on the other, is described by $b_+=Mb_-$ with a complex $2\times2$ matrix $M$. Both components of $b_-$ can be chosen freely. Continuity of $W$ for all choices then requires

$$M^\dagger JM=J .$$

The determinant of this equation gives $|\det M|^2=1$, so $M$ has an inverse. For any matrix with rows $(a,b)$ and $(c,d)$, direct multiplication gives a companion identity,

$$M^TJM=\begin{pmatrix}0&ad-bc\\-(ad-bc)&0\end{pmatrix}=(\det M)\,J .$$

Multiply both relations from the right by $M^{-1}$. The first becomes $M^\dagger J=JM^{-1}$ and the second $M^TJ=(\det M)JM^{-1}$. Elimination of $JM^{-1}$ and removal of the invertible factor $J$ give $M^T=(\det M)M^\dagger$, whose transpose is

$$M=(\det M)\,M^* .$$

Since the determinant has modulus one, it can be written as $e^{2i\theta}$. The matrix $M_0=e^{-i\theta}M$ then equals $e^{i\theta}M^*=M_0^*$, so it is real, and its determinant is $e^{-2i\theta}e^{2i\theta}=1$. The current-conserving rules of this type are therefore

$$M=e^{i\theta}\begin{pmatrix}a&b\\c&d\end{pmatrix},\qquad a,b,c,d\ \text{real},\quad ad-bc=1 .$$

Conversely, every such matrix satisfies $M^\dagger JM=J$ by the companion identity. Four real parameters remain free: the phase and three of the four matrix elements. The phase can be removed by redefining $\psi$ on one side, but the other three change reflection probabilities and energy levels.

These rules also define the domain completely. Suppose that a function with boundary values $\chi_\pm$ has a vanishing boundary term with every admitted function. Then $\chi_+^\dagger JM=\chi_-^\dagger J$. Because $JM=(M^\dagger)^{-1}J$, this reads $(M^{-1}\chi_+)^\dagger=\chi_-^\dagger$, or $\chi_+=M\chi_-$. The function obeys the same rule and was admitted already. The Hamiltonian and its adjoint act on the same functions, which is the stronger property of self-adjointness.

There are also Hermitian rules that no matrix $M$ describes. An example is $\psi(0^+)=\psi(0^-)=0$ with $u(0^\pm)$ left free. Here $W$ vanishes on each side separately, no current crosses, and the interface is an impenetrable wall. Such rules are excluded by the demand that the interface transmit.

Now let the envelope be continuous, $\psi(0^+)=\psi(0^-)$, for all admitted states. The first row of $M$ must then be $(1,0)$. This requires $b=0$ and $e^{i\theta}a=1$. As $a$ is real, $e^{i\theta}$ is $+1$ or $-1$, and $M$ is a real matrix whose determinant is still one. Its lower right element must therefore be 1. Absorbing the common sign into $c$ gives

$$M=\begin{pmatrix}1&0\\c&1\end{pmatrix},\qquad u(0^+)-u(0^-)=c\,\psi(0),\qquad c\ \text{real}.$$

One constant has survived. It leaves the current continuous, because the change of $j$ across the interface is $\hbar\,\mathrm{Im}(c|\psi(0)|^2)=0$. Its meaning appears when a potential $S\delta(z)$ is added to the Hamiltonian. Integrate $-(\hbar^2/2)u'+V\psi+S\delta(z)\psi=E\psi$ from $-\epsilon$ to $\epsilon$ and let $\epsilon$ go to zero. The bounded terms contribute nothing, and

$$-\frac{\hbar^2}{2}\left[u(0^+)-u(0^-)\right]+S\psi(0)=0,\qquad c=\frac{2S}{\hbar^2}.$$

A nonzero $c$ is thus equivalent to a sheet of potential at the interface. A layer of foreign material, whose band edge differs from those on either side, can be modelled approximately in this way if it is so thin that $\psi$ hardly changes across it. An abrupt junction of two crystals can also carry such a term without any foreign layer, because the bonds at the interface differ from those on either side. Whether it does is decided by the atomic structure and not by the one-band equation. The second assumption is that no such term is present, so that $S=0$ and

$$\psi(0^+)=\psi(0^-),\qquad \frac{1}{m_+}\psi'(0^+)=\frac{1}{m_-}\psi'(0^-) .$$

These are the BenDaniel-Duke conditions. They correspond to $M=1$, which satisfies $M^\dagger JM=J$, so the Hamiltonian they define is Hermitian. The envelope has a kink wherever the mass jumps and its slope is not zero, with the steeper slope on the side of the heavier mass. For equal masses the familiar continuity of $\psi'$ is recovered.

The step of the opening can now be treated properly. Let subscript 1 denote the side of incidence, $z<0$, and subscript 2 the far side. The state is $e^{ik_1z}+re^{-ik_1z}$ on the left and $te^{ik_2z}$ on the right. With $g=k/m$, proportional to the velocity $v=\hbar k/m$, the two conditions read

$$1+r=t,\qquad g_1(1-r)=g_2t .$$

Substitution of the first into the second gives $g_1-g_2=(g_1+g_2)r$, hence

$$r=\frac{g_1-g_2}{g_1+g_2},\qquad t=\frac{2g_1}{g_1+g_2}.$$

The transmission probability is the ratio of the transmitted to the incident current. These currents are $\hbar g_2|t|^2$ and $\hbar g_1$, so

$$R=\left(\frac{v_1-v_2}{v_1+v_2}\right)^2,\qquad T=\frac{g_2}{g_1}|t|^2=\frac{4v_1v_2}{(v_1+v_2)^2},\qquad R+T=1 .$$

Reflection is governed by the mismatch of velocities, not of wave numbers. A step with different masses is fully transparent at an energy where the two velocities agree, if such an energy exists. When the energy approaches the top of the step from above, $v_2$ tends to zero and the reflection becomes complete.

For numbers it is practical to measure masses in units of $m_0$ and to use $\hbar^2/m_0=0.07620$ eV nm². The wave numbers are

$$k_1=\sqrt{\frac{2(0.05)(0.50)}{0.07620}}=0.810\ \mathrm{nm^{-1}},\qquad k_2=\sqrt{\frac{2(0.10)(0.10)}{0.07620}}=0.512\ \mathrm{nm^{-1}} .$$

In the second expression the kinetic energy is $0.50-0.40=0.10$ eV. Division by the masses gives $g_1=16.20$ and $g_2=5.12$ in units of $1/(\mathrm{nm}\,m_0)$. The reflection probability is $(11.08/21.32)^2=0.270$, and the transmission probability is $4(16.20)(5.12)/(21.32)^2=0.730$. They add up to one.

The rule used in the opening, with $\psi$ and $\psi'$ continuous, has $u_+=(m_-/m_+)u_-$. Its matrix and its effect on the current are

$$M=\begin{pmatrix}1&0\\0&m_-/m_+\end{pmatrix},\qquad j(0^+)=\frac{m_-}{m_+}\,j(0^-) .$$

The determinant is not one. Here the mass ratio is one half, so half of the net current reaching the step is lost. The reflection amplitude of this rule is $(k_1-k_2)/(k_1+k_2)=0.225$, which gives $R=0.051$. The net arriving fraction is 0.949 and the transmitted fraction is half of it, 0.475, as stated at the outset. With incidence from the heavy side the factor would be 2, and the interface would create probability.

Hermiticity and current conservation are one requirement, which allows a whole family of matching rules; the BenDaniel-Duke conditions follow once the envelope is taken as continuous and the interface carries no delta potential. It remains to see how these assumptions are related to the ordering of mass and derivatives in the Hamiltonian, and what they change in the levels of a quantum well.

Numbers in the example were calculated in double precision.
